# Energy release rate of a double-cantilever specimen from its beam compliance

## The decision

A strip cut from a bonded chip stack carries a crack along its bond layer. Two opposite forces of 2 N pull the cracked end open, and the interface is assumed to need 5 J/m² to separate. A calculation must decide whether the crack stays where it is. The quantity to compare with 5 J/m² is the energy release rate $G$, the mechanical energy given up per unit of new crack area. For slender arms it is

$$G=\frac{12P^2a^2}{B^2Eh^3},$$

with force $P$ on each arm, crack length $a$ from the load line to the crack tip, width $B$, Young's modulus $E$, and thickness $h$ of **one arm**. The cube makes this last convention decisive. For the strip computed below, the formula gives 10.24 J/m² and the crack grows. If the thickness of the whole strip, $2h$, were entered for $h$, the answer would be eight times smaller, 1.28 J/m², and the interface would be declared safe.

The derivation needs a compliance, its derivative with respect to crack length, and an energy balance. I start with a single arm.

## One arm on a rigid base

Let one elastic arm be bonded to a rigid block, except over a length $a$ at its end. The material is homogeneous, isotropic and linear elastic. The bond layer has negligible thickness and compliance, slopes are small, and $a\gg h$, so that shear deflection can be neglected beside bending. The bonded part is taken as a perfect clamp, an assumption examined near the end.

Measure $s$ from the clamp towards the load, and let $w(s)$ be the upward deflection. At height $y$ above the mid-plane of the arm the axial strain is $-y\,w''$, because upward curvature shortens the upper fibres. If the arm is free to curve across its width, the axial stress is $\sigma=-E\,y\,w''$. The part of the arm beyond the section at $s$ is in equilibrium under the end force, whose lever arm is $a-s$, and the stress on the cut. The balance of moments reads

$$P(a-s)+\int y\,\sigma\,dA=0 .$$

Inserting the stress gives

$$EI\,w''=P(a-s),\qquad I=\int y^2\,dA=B\int_{-h/2}^{h/2}y^2\,dy=\frac{Bh^3}{12}.$$

The cube of the thickness enters here. The clamp imposes $w(0)=w'(0)=0$, so both integration constants vanish:

$$EI\,w'=P\left(as-\frac{s^2}{2}\right),\qquad EI\,w=P\left(\frac{as^2}{2}-\frac{s^3}{6}\right).$$

At the load, $s=a$, the bracket in the second equation is $a^3/2-a^3/6=a^3/3$. Therefore

$$w(a)=\frac{Pa^3}{3EI}=\frac{4Pa^3}{EBh^3}.$$

**Limit: energy in the arm.** A force raised slowly from zero to $P$ does work $\tfrac12Pw(a)=P^2a^3/(6EI)$. The bending energy per length is $M^2/(2EI)$ with moment $M=P(a-s)$. Writing $x=a-s$ for the distance from the load,

$$\int_0^a\frac{P^2x^2}{2EI}\,dx=\frac{P^2a^3}{6EI}.$$

The two agree, as they must when nothing is dissipated. Both vanish as $a\to0$, although the slender-beam model has lost its validity before that limit is reached.

## Energy released under a dead weight

Define the compliance $C(a)$ as the displacement of the load divided by the force. For the single arm, $C_1=4a^3/(EBh^3)$. This definition supposes that the displacement vanishes with the force, so residual stresses that bend the arm are excluded.

Hang a constant weight $P$ on the arm. The potential energy of arm and weight together is the elastic energy minus the work available from the weight:

$$\Pi=\tfrac12CP^2-P(CP)=-\tfrac12CP^2 .$$

A crack advance $da$ creates the area $B\,da$. Both faces appear together, and this area is counted once. The energy given up per area is

$$G=-\frac1B\left(\frac{\partial\Pi}{\partial a}\right)_P=\frac{P^2}{2B}\frac{dC}{da}.$$

The positive sign needs care, because the elastic energy $\tfrac12CP^2$ rises as the crack grows. The weight supplies $P^2\,dC$, the arm stores $\tfrac12P^2\,dC$, and the remaining $\tfrac12P^2\,dC$ is available for fracture. Taking the total work of the weight for $G$ would double the result.

For the single arm, $dC_1/da=12a^2/(EBh^3)$, and thus

$$G_1=\frac{6P^2a^2}{B^2Eh^3}.$$

## A loading machine with its own compliance

A test machine is neither a dead weight nor a perfectly rigid grip. Represent it by a spring of compliance $C_m$ in series with the specimen, and hold the far end of the spring at a total displacement $\Delta_T$. The same force passes through both, so $\Delta_T=(C+C_m)P$. The energy stored in specimen and spring is

$$U_T=\tfrac12(C+C_m)P^2=\frac{\Delta_T^2}{2(C+C_m)}.$$

The held end does no work, so the released energy comes from $U_T$ alone:

$$G=-\frac1B\left(\frac{\partial U_T}{\partial a}\right)_{\Delta_T}
=\frac{\Delta_T^2}{2B(C+C_m)^2}\frac{dC}{da}
=\frac{P^2}{2B}\frac{dC}{da}.$$

The minus sign is cancelled by the one from differentiating $1/(C+C_m)$. The last step uses $P=\Delta_T/(C+C_m)$.

**Limits.** With $C_m=0$ the opening of the specimen itself is fixed. With $C_m\to\infty$, and $\Delta_T$ raised in proportion, the force no longer changes as the crack grows, and the dead weight is recovered. The value of $G$ at a given force and crack length is the same throughout. What the machine changes is how $G$ varies afterwards.

## The second arm

Replace the rigid block by another elastic arm. Let the thicknesses be $h_1$ and $h_2$ for the moment, with the same modulus and width. The two end forces are equal, opposite and on one line, so they exert no net force or moment on the uncracked part. In the beam model that part remains straight and serves as a clamp for both arms.

The relevant displacement is now the total opening $\Delta$, since the work of the force pair is $P\,d\Delta$. The deflections add:

$$C=\frac{\Delta}{P}=\frac{4a^3}{EB}\left(\frac1{h_1^3}+\frac1{h_2^3}\right).$$

Differentiation and the energy formula give

$$G=\frac{P^2}{2B}\,\frac{12a^2}{EB}\left(\frac1{h_1^3}+\frac1{h_2^3}\right)
=\frac{6P^2a^2}{B^2E}\left(\frac1{h_1^3}+\frac1{h_2^3}\right).$$

**Limits.** For $h_2\to\infty$ the bending of the second arm drops out of the formula and $G_1$ returns. This limit leaves the condition $a\gg h_2$: a thick block of the same modulus still deforms near the tip and is not a rigid base. For $h_1=h_2=h$ the bracket is $2/h^3$, and the double-cantilever result follows:

$$C=\frac{8a^3}{EBh^3},\qquad \frac{dC}{da}=\frac{24a^2}{EBh^3},\qquad
\boxed{G=\frac{P^2}{2B}\,\frac{24a^2}{EBh^3}=\frac{12P^2a^2}{B^2Eh^3}}$$

The width appears squared for two reasons: one factor $1/B$ comes from the stiffness of the arms, the other from dividing by the new crack area.

The result can also be read at the crack tip. The elastic energy of both equal arms is

$$U=2\int_0^a\frac{P^2x^2}{2EI}\,dx .$$

At fixed force, increasing $a$ changes only the upper limit, so $dU/da=P^2a^2/(EI)$. This is the bending energy per length of two arm slices carrying the root moment $Pa$. At fixed force the released energy equals the increase in stored energy, hence $G=(Pa)^2/(BEI)$. With $I=Bh^3/12$ this is the boxed formula. In this model, $G$ depends on the load and crack length through the root moment.

## Numbers for the strip

The strip has round model parameters: $E=150$ GPa, $B=5$ mm, $h=0.5$ mm, $a=10$ mm and $P=2$ N. In millimetres and newtons, $E=1.5\times10^5$ N/mm². For one arm,

$$I=\frac{5\times0.5^3}{12}=0.05208\ \text{mm}^4,$$

$$w(a)=\frac{2\times10^3}{3\times1.5\times10^5\times0.05208}=0.0853\ \text{mm}.$$

The total opening is 0.1707 mm, and division by 2 N gives $C=0.0853$ mm/N. Since $C$ is proportional to $a^3$,

$$\frac{dC}{da}=\frac{3C}{a}=\frac{3\times0.08533}{10}=0.0256\ \text{N}^{-1}.$$

The energy release rate is then

$$G=\frac{2^2}{2\times5}\times0.0256=0.01024\ \text{N/mm}=10.24\ \text{J/m}^2 .$$

Under a fixed force, the force pair supplies 20.48 J/m² as the crack advances, of which 10.24 J/m² is stored in the arms.

The slope at the loaded end, $Pa^2/(2EI)=0.0128$ rad, is small, as assumed. The release rate is about twice the assumed toughness $G_c=5$ J/m², so the crack grows. Setting $G=G_c$ and solving for the force gives

$$P_c=\frac Ba\sqrt{\frac{G_cEh^3}{12}}=1.40\ \text{N}.$$

The square root matters when a load is reduced to protect an interface: halving $G$ requires lowering the force by a factor $\sqrt2$, not 2.

## Does the crack stop?

Suppose the toughness does not depend on crack length. Growth is stable if $G$ falls as $a$ increases, because further growth then requires further loading. With the machine spring included and $\Delta_T$ held, $G$ is proportional to $C'/(C+C_m)^2$, where a prime denotes $d/da$. Its logarithmic derivative is

$$\frac1G\frac{dG}{da}=\frac{C''}{C'}-\frac{2C'}{C+C_m}.$$

From $C\propto a^3$ follow $C''/C'=2/a$ and $C'=3C/a$, so

$$\frac aG\frac{dG}{da}=2-\frac{6C}{C+C_m}.$$

This is negative when $3C>C+C_m$, or $C_m<2C$. For the strip at its initial crack length, $G$ therefore rises at first only if the machine compliance exceeds 0.171 mm/N. This decides stability for a crack loaded just to $G=G_c$. At 2 N the release rate is already twice the toughness, so the crack jumps in any machine; with $C_m=0.1$ mm/N, $G$ returns to $G_c$ only at 15.3 mm. Since $C$ grows as $a^3$, $G$ eventually falls for every finite $C_m$.

**Limits.** For $C_m\to\infty$ the right side is $2$, and $G\propto a^2$. For $C_m=0$ it is $-4$. The latter law follows explicitly from $P=\Delta/C=\Delta EBh^3/(8a^3)$:

$$G=\frac{12a^2}{B^2Eh^3}\,\frac{\Delta^2E^2B^2h^6}{64a^6}=\frac{3Eh^3\Delta^2}{16a^4}.$$

Let the crack lengthen from 10 to 12 mm. At fixed force, $G$ rises by $1.2^2$ to 14.75 J/m², and the crack runs on. At fixed opening it falls by $1.2^4$ to 4.94 J/m², just below the toughness. The beam model thus places the new equilibrium length slightly below 12 mm, if kinetic energy is neglected. That neglect is not harmless: if all the excess energy of the jump were spent on further fracture, the balance of stored and fracture energy would carry the crack to 14.7 mm.

The thickness also acts in opposite directions. In the beam model, a thicker arm lowers $G$ as $h^{-3}$ at a given force, because it bends less. At a given opening it raises $G$ as $h^3$, because more energy is needed to bend it that far. Whether thickening protects the interface depends on which quantity the surroundings impose.

## The clamp is elastic

The material ahead of the crack tip deforms, so each arm rotates somewhat at its root. For equal arms, the size of this effect can be found without abandoning the simple form of the result.

Far from its loaded end, a slender arm acts on the tip region through its root moment $Pa$ and its shear force $P$. The equations are linear, so the stress intensity at the tip is a linear combination of these two. By symmetry about the crack plane the crack is in pure opening mode, and $G$ is proportional to the square of that one stress intensity. Hence $\sqrt G$ is proportional to $P(a+\chi h)$, where $\chi$ is a dimensionless constant. The slender limit fixes the prefactor:

$$G=\frac{12P^2a^2}{B^2Eh^3}\left(1+\chi\frac ha\right)^2 .$$

The elastic root acts like an extra crack length $\chi h$.

To obtain $\chi$, I solved the two-dimensional plane-stress problem by finite elements, with Poisson ratio $\nu=0.3$. By symmetry the upper half suffices. Ahead of the tip its lower edge may slide but cannot move vertically. The mesh had eight square nine-node elements across one arm and an uncracked length of $5h$. The derivative $dC/da$ was taken from two solutions, with the crack one element longer and one element shorter. The ratio of the resulting $G$ to the beam value was:

- 1.2833 at $a/h=5$
- 1.1372 at $a/h=10$
- 1.0675 at $a/h=20$

Each ratio gives $\chi=0.664$ to three digits, as the linear argument requires. Halving the element size at $a/h=5$ changed $\chi$ from 0.6641 to 0.6685. Near the tip the energy density varies as the inverse distance, so the energy in a region of size $e$ around it is proportional to $e$. An error linear in element size is therefore expected, and extrapolation gives $2\times0.6685-0.6641\approx0.673$.

For the strip, $a/h=20$, and

$$G=10.24\left(1+\frac{0.673}{20}\right)^2=10.94\ \text{J/m}^2,$$

which is 6.8% above the beam value. The critical force falls from 1.40 to 1.35 N. In plane stress, the beam formula is thus on the unsafe side at a given force. To keep its shortfall near 1% of the beam value, $2\chi h/a$ must be about 0.01, which means $a/h\approx135$.

At a given opening the correction reverses. Integrating the corrected $dC/da$ gives $C\simeq8(a+\chi h)^3/(EBh^3)$, apart from a constant that is small beside it by order $(h/a)^3$. Repeating the substitution $P=\Delta/C$ yields

$$G\simeq\frac{3Eh^3\Delta^2}{16(a+\chi h)^4}.$$

For the strip this is about 12% below the beam value at the same opening. A strip loaded to 2 N, however, opens about 10% more than the beam model says; held at that opening, its release rate falls to the toughness at about 12.2 mm, slightly beyond 12 mm. The extra compliance lets a given force do more work, but it lowers the force needed for a given opening.

## Narrow and wide arms

So far the arm could curve freely across its width. Now suppose that this lateral bending is suppressed, so that the strain across the width is zero. With no stress through the thickness, $0=\sigma_z-\nu\sigma_x$, where $x$ runs along the arm and $z$ across its width. Then

$$\varepsilon_x=\frac{\sigma_x-\nu\sigma_z}{E}=\frac{1-\nu^2}{E}\,\sigma_x .$$

The modulus $E$ is replaced by $E/(1-\nu^2)$, and at a given force $G$ is multiplied by $1-\nu^2$. For $\nu=0.3$ this factor is 0.91. The finite-element calculation, repeated in plane strain at $a/h=10$, gave 0.910 times its plane-stress value, so the replacement also holds there with the elastic root included.

**Limit.** For $\nu=0$ there is no lateral contraction to suppress, and the two cases coincide.

In a real strip the root is restrained differently from the free end. The release rate averaged across the width lies between these cases, but the local rate along a straight front does not: with the arms treated as thin plates, it is about 20% above the beam value at mid-width for this strip and falls below half of it near the edges. A two-dimensional model cannot settle either the average or this profile. For the strip, suppressing lateral bending would lower the beam result from 10.24 to 9.32 J/m². Neither this change nor the root correction reverses the decision: at 2 N, the average release rate remains well above the assumed 5 J/m². These numbers belong to the isotropic model. Silicon arms are anisotropic, so their modulus, Poisson ratio and $\chi$ depend on the direction of the cut, and a toughness of 5 J/m² is close to that of silicon itself, so the crack may leave the bond layer.
